\section*{Hyperfine-Induced E1 Decay of 2 3P0 in Helium-Like Ions, part 2}

In a helium-like ion, single-photon decay from $2\,^3P_0$ to the ground state $1\,^1S_0$ is forbidden by $J=0\to J=0$. A nuclear spin $I\ge\tfrac12$ opens an E1 route, because the magnetic hyperfine interaction mixes the $J=1$ levels of $1s2p$ into $2\,^3P_0$. Two-photon decay is left out. The ordinary E1 decay to $2\,^3S_1$ competes at the rate $\gamma$. Energies are in eV and rates in ${\rm s^{-1}}$.

The pure $LS$ states $T$ ($^3P_1$) and $S$ ($^1P_1$) are coupled by $v$. The real levels are
\begin{align*}
|a\rangle&=\cos\theta|T\rangle+\sin\theta|S\rangle,& W_a&=\cos\theta\,W_T+\sin\theta\,W_S,\\
|b\rangle&=\cos\theta|S\rangle-\sin\theta|T\rangle,& W_b&=\cos\theta\,W_S-\sin\theta\,W_T,
\end{align*}
with energies $E_a,E_b$. The hyperfine elements from $|0\rangle$ ($2\,^3P_0$) are
\[
W_T=(A_s-3A_p)\sqrt{\frac{I(I+1)}6},\qquad
W_S=(A_s-2A_p)\sqrt{\frac{I(I+1)}{12}} .
\]
Here $A_s$ and $A_p$ are the hyperfine constants of the $1s$ and $2p$ electrons; $A_s$ is not the decay rate $A_S$ of pure $S$ to the ground state. For hydrogenic orbitals of the same charge, $A_p/A_s=1/64$. Neglecting $A_p$ gives $W_T=\sqrt2\,W_S$.

The perturbed state is $|0\rangle+x_T|T\rangle+x_S|S\rangle$, with the nuclear part understood. For separated levels, to first order in the hyperfine coupling,
\[
x_S=\frac{(E_0-E_T)W_S+vW_T}{(E_0-E_T)(E_0-E_S)-v^2} ,
\]
whose denominator equals $(E_0-E_a)(E_0-E_b)$. Written as a sum over two paths,
\[
x_S=\frac{\sin\theta\,W_a}{E_0-E_a}+\frac{\cos\theta\,W_b}{E_0-E_b} .
\]

The spin-orbit coupling of the $2p$ electron in the nuclear field, of strength $\zeta$, gives $v=-\zeta/\sqrt2$ and shifts $2\,^3P_0$ by $-\zeta$ and $T$ by $-\zeta/2$.

In the first numerical example, $a$ and $b$ lay 0.00995 eV and 4.02 eV above $2\,^3P_0$. The induced rate was $323\ {\rm s^{-1}}$; the path through $a$ alone would give 143, and the path through $b$ alone 36.

\section{Radiative widths and overlapping levels}

\textbf{Q:} Before I object further, state what you carry over.

\textbf{A:} The states are $|0\rangle$ ($2\,^3P_0$), $T$ ($^3P_1$) and $S$ ($^1P_1$), all with $F=I$, at energies $E_0,E_T,E_S$. The coupling of $T$ and $S$ is $v$; the hyperfine elements from $|0\rangle$ are $W_T$ and $W_S$. Diagonalizing the $J=1$ pair gives $a$ ($2\,^3P_1$) and $b$ ($2\,^1P_1$), with mixing angle $\theta$, singlet amplitudes $\sin\theta$ and $\cos\theta$, and hyperfine elements $W_a=\cos\theta\,W_T+\sin\theta\,W_S$ and $W_b=\cos\theta\,W_S-\sin\theta\,W_T$. Pure $S$ decays to the ground state at the rate $A_S$, taken at the photon energy of $2\,^3P_0$; $T$ does not. The decay $2p\to2s$ has rate $\gamma$. For separated levels the induced rate is $A_{\rm HF}=A_Sx_S^2$ with
\begin{equation}
x_S=\frac{N}{D},\quad N=(E_0-E_T)W_S+vW_T,\quad D=(E_0-E_a)(E_0-E_b).
\end{equation}

\textbf{Q:} This diverges when $2\,^3P_0$ and $2\,^3P_1$ cross. You will tell me to add a width to the denominator. Why should I believe such a recipe when both $J=1$ levels decay to the same final state?

\textbf{A:} The width should be derived, and your point about the common final state decides its form. Include the photons explicitly. Let $\epsilon_q$ be the energy of the ground state plus a photon in mode $q$, $b_q$ its amplitude, and $g_q$ its coupling to $S$. Then
\begin{equation}
i\hbar\dot b_q=\epsilon_qb_q+g_q^*c_S,\qquad
i\hbar\dot c_S=E_Sc_S+v\,c_T+W_Sc_0+\sum_qg_qb_q .
\end{equation}
No photon is present at $t=0$. Multiply by $e^{i(E+i0)t/\hbar}$ and integrate over $t>0$; a tilde marks the transformed amplitudes. Partial integration turns $i\hbar\,d/dt$ into multiplication by $E$, apart from a constant set by the initial amplitude, and this constant is zero for $b_q$. The photon equation gives $\tilde b_q=g_q^*\tilde c_S/(E+i0-\epsilon_q)$. Inserted into the equation for $S$, it adds to $E_S$ the term
\begin{equation}
\sum_q\frac{|g_q|^2}{E+i0-\epsilon_q}
={\rm P}\sum_q\frac{|g_q|^2}{E-\epsilon_q}-i\pi\sum_q|g_q|^2\delta(E-\epsilon_q),
\end{equation}
where P denotes the principal value and the sum is over a continuum.

\textbf{Q:} This term depends on $E$. Which energy do you choose?

\textbf{A:} The decaying state lies close to $E_0$, so I evaluate it there. This requires the term to vary little over the widths and shifts of that state. The real part is absorbed in $E_S$. The imaginary part is $-i\hbar A_S/2$, because the golden rule gives $A_S=(2\pi/\hbar)\sum_q|g_q|^2\delta(E_0-\epsilon_q)$. This is also why $A_S$ belongs to the photon energy of $2\,^3P_0$.

For the decay $2p\to2s$ the dipole operator ignores spin. Summed over final states and polarizations, its strength is the same for every $2p$ orbital. If the differences in photon energy are neglected, all three states decay this way at the common rate $\gamma$. The amplitudes of $|0\rangle,T,S$ then obey $i\hbar\dot c=H_{\rm eff}c$ with
\begin{equation}
H_{\rm eff}=\begin{pmatrix}E_0&W_T&W_S\\W_T&E_T&v\\W_S&v&E_S\end{pmatrix}
-\frac{i\hbar}2\begin{pmatrix}\gamma&0&0\\0&\gamma&0\\0&0&\gamma+A_S\end{pmatrix}.
\end{equation}

\textbf{Q:} Your width matrix is diagonal. Where is the common final state?

\textbf{A:} It is diagonal in the basis $T,S$. In the basis $a,b$ the ground-state part becomes
\begin{equation}
A_S\begin{pmatrix}\sin^2\theta&\sin\theta\cos\theta\\\sin\theta\cos\theta&\cos^2\theta\end{pmatrix}.
\end{equation}
The off-diagonal elements say that $a$ and $b$ emit into the same photon modes and that their emitted amplitudes add. Giving each level its own width drops these elements.

\textbf{Q:} Then solve it, and do not lose $\gamma$ on the way.

\textbf{A:} For weak mixing the pole belonging to $2\,^3P_0$ is $z\approx E_0-i\hbar\gamma/2$. In $z$ minus each diagonal element of the $J=1$ block the common $-i\hbar\gamma/2$ cancels. What remains is
\begin{align}
(E_0-E_T)x_T-v\,x_S&=W_T,\\
-v\,x_T+\left(E_0-E_S+\frac{i\hbar A_S}2\right)x_S&=W_S .
\end{align}
As before, multiply the second equation by $E_0-E_T$, the first by $v$, and add:
\begin{equation}
x_S=\frac{N}{D+\tfrac i2\hbar A_S(E_0-E_T)} .
\end{equation}
The numerator is the old real $N$, since the width multiplies $x_S$ alone.

\textbf{Q:} The state now decays into two channels and $H_{\rm eff}$ is not Hermitian. Why is $A_S|x_S|^2$ still the induced rate?

\textbf{A:} Follow the norm. For a mode $c(t)=c\,e^{-izt/\hbar}$ it falls as $e^{2\,{\rm Im}z\,t/\hbar}$. The Hermitian part of $H_{\rm eff}$ conserves the norm, so the loss comes from the width matrix:
\begin{equation}
-\frac{2\,{\rm Im}\,z}{\hbar}=\gamma+A_S\frac{|c_S|^2}{|c_0|^2+|c_T|^2+|c_S|^2} .
\end{equation}
To leading order $c_0=1$, $c_S=x_S$, and the denominator is one. The total rate is $\gamma+A_{\rm HF}$, with
\begin{equation}
A_{\rm HF}=\frac{A_S\left[(E_0-E_T)W_S+vW_T\right]^2}
{(E_0-E_a)^2(E_0-E_b)^2+\left[\tfrac12\hbar A_S(E_0-E_T)\right]^2} .
\label{main}
\end{equation}
It contains both $J=1$ levels and covers overlap of $2\,^3P_0$ with either of them, and of $a$ with $b$, as long as both admixtures are small, $|x_T|\ll1$ and $|x_S|\ll1$. When $\hbar A_S|E_0-E_T|/2\ll|D|$, it returns to the result for separated levels.

\textbf{Q:} I would like to recognize a Lorentzian somewhere.

\textbf{A:} Let $E_0$ approach $E_a$ so closely that $|E_0-E_a|\ll\sin^2\theta\,|E_0-E_b|$ and the path through $b$ is negligible. A distant $b$ alone does not ensure this: in the first numerical example the path through $a$ gives less than half of the rate. Multiplying the two-path sum by $D$ gives
\begin{equation}
N=\sin\theta\,W_a(E_0-E_b)+\cos\theta\,W_b(E_0-E_a)\approx\sin\theta\,W_a(E_0-E_b).
\end{equation}
From $E_T=\cos^2\theta\,E_a+\sin^2\theta\,E_b$ it also follows that
\begin{equation}
E_0-E_T=\cos^2\theta(E_0-E_a)+\sin^2\theta(E_0-E_b)\approx\sin^2\theta(E_0-E_b).
\end{equation}
The factor $(E_0-E_b)^2$ cancels between numerator and denominator. With $A_a=A_S\sin^2\theta$ and $\Delta=E_a-E_0$,
\begin{equation}
A_{\rm HF}\approx\frac{A_aW_a^2}{\Delta^2+(\hbar A_a/2)^2} .
\label{onepole}
\end{equation}
At fixed $\Delta$ and $W_a$ this grows with $A_a$ until $\hbar A_a/2=|\Delta|$, and falls beyond. Beyond that point, further broadening spreads the strength of the level over more energy, and less of it lies at $E_0$.

\textbf{Q:} At $\Delta=0$ you get $4W_a^2/(\hbar^2A_a)$, which can be made as large as one likes by raising $W_a$. A state cannot decay faster than its fastest component.

\textbf{A:} The formula is for weak mixing. When $\hbar A_S\ll|E_b-E_a|$, so that $a$ is a separate level of width $\hbar A_a$, this means $|W_a|\ll|\Delta-i\hbar A_a/2|$. When $\hbar A_S$ is large against $|E_b-E_a|$ that condition is not enough: $x_T$ tends to $W_T/(E_0-E_T)$, which must be small as well. Take the first case. At $\Delta=0$ the two-level problem can be solved in full. Measure the pole from $E_0-i\hbar\gamma/2$ and call it $y$:
\begin{equation}
y\left(y+\frac{i\hbar A_a}2\right)=W_a^2,\qquad
y=-\frac{i\hbar A_a}4\pm\sqrt{W_a^2-\frac{(\hbar A_a)^2}{16}} .
\end{equation}
For $|W_a|<\hbar A_a/4$ the root is imaginary, and $-2\,{\rm Im}\,y/\hbar$ of the slower mode is
\begin{equation}
A_{\rm slow}=\frac{A_a}2\left[1-\sqrt{1-\frac{16W_a^2}{(\hbar A_a)^2}}\right].
\end{equation}
For small $W_a$ the square root is $1-8W_a^2/(\hbar A_a)^2$, which returns $4W_a^2/(\hbar^2A_a)$. At $|W_a|=\hbar A_a/4$ the two modes merge. Above it the root is real: the modes split in energy, and each has the added rate $A_a/2$. The induced rate in this two-level model thus saturates at $A_a/2$. In that region ``the lifetime of $2\,^3P_0$'' no longer names one mode, and a suddenly prepared $|0\rangle$ oscillates while it decays.

\textbf{Q:} You made much of the off-diagonal widths. Is there a case in which they matter in kind, and not merely in the last digits?

\textbf{A:} Yes, where the two paths cancel. The numerator of (\ref{main}) vanishes at
\begin{equation}
E_0-E_T=-\frac{vW_T}{W_S} .
\end{equation}
There $x_S=0$ solves both equations, with $x_T=-W_S/v$. In this three-state model, to first order in the hyperfine coupling, no singlet is present, nothing is emitted to the ground state, and $A_S$ has nothing to act on. Now suppose each level had been given its own width. The two path amplitudes, which cancel as $p$ and $-p$ without widths, would become
\begin{equation}
p\left[\frac1{1+i\eta_a}-\frac1{1+i\eta_b}\right],\qquad
\eta_k=\frac{\hbar A_k}{2(E_0-E_k)},
\end{equation}
with $A_b=A_S\cos^2\theta$. This is not zero when $\eta_a\neq\eta_b$, so separate widths predict light where the correct first-order amplitude vanishes. For $v=-\zeta/\sqrt2$ and $W_T=\sqrt2\,W_S$ the zero needs $E_0-E_T=\zeta$, whereas spin-orbit coupling alone gives $-\zeta/2$. Other interactions would have to raise $2\,^3P_0$ above $T$.

\textbf{Q:} Another worry. I would have expected the overlap of two broadened levels to involve the sum of their widths. In your derivation $\gamma$ cancelled, which means that a difference of widths appeared. Which is right?

\textbf{A:} Both, for different questions. Keep $|0\rangle$ and $a$, with coupling $W$, and give them unequal total rates $\gamma_0$ and $\Gamma_1$. For weak coupling and $\gamma_0<\Gamma_1$, the admixture in the slowly decaying mode is $x=W/[-\Delta+i\hbar(\Gamma_1-\gamma_0)/2]$, and the pole moves by $Wx$. The added rate is
\begin{equation}
-\frac2\hbar\,{\rm Im}(Wx)=\frac{W^2(\Gamma_1-\gamma_0)}{\Delta^2+\hbar^2(\Gamma_1-\gamma_0)^2/4} .
\end{equation}
The difference belongs to the exponential decay of a mode.

Now prepare pure $|0\rangle$ suddenly and ask for the total number of ground-state photons. With $\rho_{10}=c_1c_0^*$ and $s=\gamma_0+\Gamma_1$, the amplitude equations give
\begin{align}
\dot\rho_{00}&=-\gamma_0\rho_{00}+\frac{2W}\hbar{\rm Im}\rho_{10},\\
\dot\rho_{11}&=-\Gamma_1\rho_{11}-\frac{2W}\hbar{\rm Im}\rho_{10},\\
\dot\rho_{10}&=-\left(\frac{i\Delta}\hbar+\frac s2\right)\rho_{10}-\frac{iW}\hbar(\rho_{00}-\rho_{11}).
\end{align}
Integrate over all times and call the integrals $n_0,n_1,C$. The coherence starts and ends at zero, so
\begin{equation}
C=-\frac{iW}{\hbar}\,\frac{n_0-n_1}{s/2+i\Delta/\hbar},\qquad
\frac{2W}\hbar{\rm Im}\,C=-R(n_0-n_1),
\end{equation}
\begin{equation}
R=\frac{W^2}{\hbar^2}\,\frac{\gamma_0+\Gamma_1}{(\Delta/\hbar)^2+(\gamma_0+\Gamma_1)^2/4} .
\end{equation}
Here the sum appears, because coherence is lost through the decay of either level. The populations fall from 1 to 0 and from 0 to 0, which gives
\begin{equation}
1=\gamma_0n_0+R(n_0-n_1),\qquad 0=-\Gamma_1n_1+R(n_0-n_1).
\end{equation}
The second equation yields $n_0=n_1(\Gamma_1+R)/R$. Inserting this in the first, with $R(n_0-n_1)=\Gamma_1n_1$, gives $n_1$, and the photon yield is
\begin{equation}
Y=A_an_1=\frac{A_aR}{\gamma_0\Gamma_1+R(\gamma_0+\Gamma_1)} .
\end{equation}
No weak-mixing step was used. When $\gamma_0\ll\Gamma_1$, sum and difference agree, and the distinction is small.

\textbf{Q:} Give me a case in which the width decides the answer.

\textbf{A:} Take a model with strong singlet-triplet mixing: $I=\tfrac12$, $\theta=30^\circ$, $A_S=4\times10^{15}\ {\rm s^{-1}}$, $\gamma=10^{10}\ {\rm s^{-1}}$, $A_s=0.01$ eV and $A_p=A_s/64$. Hold $b$ at 400 eV above $2\,^3P_0$, and let the gap $\Delta$ be 1.0, 0.3 and 0 eV. The hyperfine elements are $W_T=3.37\times10^{-3}$ eV and $W_S=2.42\times10^{-3}$ eV, so
\begin{equation}
W_a=0.866\,W_T+0.5\,W_S=4.13\times10^{-3}\ {\rm eV}.
\end{equation}
Level $a$ has $A_a=0.25\,A_S=10^{15}\ {\rm s^{-1}}$, a width $\hbar A_a=0.658$ eV. The merging value $\hbar A_a/4=0.165$ eV is forty times $W_a$, so the mixing is weak even at the crossing. Equation (\ref{onepole}) gives for $\Delta=1$ eV
\begin{equation}
A_{\rm HF}\approx\frac{10^{15}\,(4.13\times10^{-3})^2}{1+0.329^2}\ {\rm s^{-1}}
=1.54\times10^{10}\ {\rm s^{-1}} .
\end{equation}
The full expression (\ref{main}) gives these values:
\begin{center}
\begin{tabular}{cccc}
$\Delta$ (eV) & $A_{\rm HF}$ (s$^{-1}$) & without widths (s$^{-1}$) & lifetime (ps)\\
1.0 & $1.54\times10^{10}$ & $1.71\times10^{10}$ & 39.4\\
0.3 & $8.58\times10^{10}$ & $18.95\times10^{10}$ & 10.4\\
0 & $15.7\times10^{10}$ & divergent & 5.97
\end{tabular}
\end{center}
The lifetime is $1/(\gamma+A_{\rm HF})$; with a spinless nucleus it would be 100 ps. At 0.3 eV the width lowers the rate to 45\% of the value without widths, as the factor $0.3^2/(0.3^2+0.329^2)$ requires.

\textbf{Q:} And how many of the ions send their photon to the ground state?

\textbf{A:} For sudden preparation of $|0\rangle$, I solved the linear equations for the time-integrated density matrix of all three states numerically. The yields are 0.606, 0.896 and 0.940 for the three gaps. They agree to these digits with the simple branching ratio $A_{\rm HF}/(\gamma+A_{\rm HF})$, because $\gamma$ is far below $A_a$: with $\gamma_0=\gamma$ and $\Gamma_1=\gamma+A_a$, the two-level yield then reduces to $R/(\gamma+R)$, and $R$ to the expression (\ref{onepole}).

\textbf{Q:} How far would you trust such figures for a real ion?

\textbf{A:} As far as the inputs and these conditions allow. The hyperfine interaction also acts within the $J=1$ pair. Its $F=I$ elements belong in $E_T$, $E_S$ and $v$; my examples omit them. Near the crossing the resulting error of $A_{\rm HF}$, relative to $A_{\rm HF}$ itself, is at most of order $A_s$ divided by $|\Delta-i\hbar A_a/2|$, up to a few per cent in the second example. The rate $\gamma$ was taken as common; near the crossing, differences between the three states must be small compared with $A_a$. In a heavy ion, relativistic corrections let $T$ itself radiate to the ground state and change $W_T$, $W_S$ and the $\omega^3$ law. The elimination of the photons can still be used, but the emitting combination is then no longer pure $S$, and the width matrix must be built from the two actual amplitudes.

All numerical values are calculated from the stated model.
